# Haldane–Anderson levels and multiple charge states of a transition-metal impurity

## The decision at stake

Before computing the charge-transition levels of a transition-metal impurity, one must decide how many charge states to include. An atomic estimate puts successive levels one Coulomb repulsion $U$ apart. If $U$ is several times the gap, this suggests that one transition, and so two charge states, will suffice. Hybridization with the host can make that estimate wrong by an order of magnitude. The model below shows why, and under which conditions.

Energies are in eV, measured from midgap. The band edges are at $\pm g$, so $E_g=2g$.

## Model and mean field

The impurity has $L$ equivalent spin-orbitals $\mu$, each coupled to its own host channel with states $k$:

$$H=\sum_{k\mu}\varepsilon_k c^\dagger_{k\mu}c_{k\mu}+E_d\sum_\mu \hat n_\mu+\sum_{k\mu}V_k(c^\dagger_{k\mu}d_\mu+\text{h.c.})+U\sum_{\mu<\nu}\hat n_\mu\hat n_\nu .$$

Separate channels are what symmetry gives for the partners of one degenerate shell. Crystal-field splitting inside the shell, Hund exchange, lattice relaxation and Coulomb forces beyond the $d$ shell are left out.

We seek mean-field solutions with $\langle d^\dagger_\mu d_\nu\rangle=0$ for $\mu\ne\nu$. The exchange averages then vanish, and with $n_\mu=\langle\hat n_\mu\rangle$

$$\hat n_\mu\hat n_\nu\to \hat n_\mu n_\nu+n_\mu\hat n_\nu-n_\mu n_\nu .$$

Each channel becomes a one-electron problem with $d$ energy

$$E_\mu=E_d+U\sum_{\nu\neq\mu}n_\nu=E_d+U(N_d-n_\mu),\qquad N_d=\sum_\nu n_\nu .$$

An orbital does not repel itself. The constant $-U\sum_{\mu<\nu}n_\mu n_\nu$ must be kept in the total energy.

## The level equation

Let an eigenstate of one channel have $d$ amplitude $a$ and host amplitudes $b_k$. The Schrödinger equation gives

$$(\omega-E)a=\sum_kV_kb_k,\qquad (\omega-\varepsilon_k)b_k=V_ka .$$

Inserting $b_k$ from the second equation into the first gives the Haldane–Anderson level equation,

$$\omega-\Sigma(\omega)=E_\mu,\qquad \Sigma(\omega)=\sum_k\frac{V_k^2}{\omega-\varepsilon_k}=\int\frac{d\varepsilon}{\pi}\frac{\Gamma(\varepsilon)}{\omega-\varepsilon},$$

where $\Gamma(\varepsilon)=\pi\sum_kV_k^2\delta(\varepsilon-\varepsilon_k)$. It is a mean-field equation because $E_\mu$ depends on the occupations.

We take wide bands with square-root edges, $\Gamma=\Delta\sqrt{1-g^2/\varepsilon^2}$ for $|\varepsilon|>g$ and zero in the gap. Pairing $\varepsilon$ with $-\varepsilon$ gives

$$\Sigma(\omega)=\frac{2\omega\Delta}{\pi}\int_g^\infty d\varepsilon\,\frac{\sqrt{1-g^2/\varepsilon^2}}{\omega^2-\varepsilon^2}.$$

Put $u=\sqrt{\varepsilon^2-g^2}$, so that $d\varepsilon=u\,du/\varepsilon$ and the square root is $u/\varepsilon$. With $\kappa=\sqrt{g^2-\omega^2}$,

$$\Sigma=-\frac{2\omega\Delta}{\pi}\int_0^\infty\frac{u^2\,du}{(u^2+g^2)(u^2+\kappa^2)} .$$

The integrand equals $[g^2/(u^2+g^2)-\kappa^2/(u^2+\kappa^2)]/(g^2-\kappa^2)$, so the integral is $\frac{\pi}{2}(g-\kappa)/(g^2-\kappa^2)=\pi/[2(g+\kappa)]$. Since $(g+\kappa)(g-\kappa)=\omega^2$,

$$\Sigma(\omega)=-\frac{\Delta\,\omega}{g+\kappa}=-\frac{\Delta}{\omega}\left(g-\sqrt{g^2-\omega^2}\right).$$

The valence band pushes the level up and the conduction band pushes it down; they cancel at midgap. Setting $\omega=g\sin\theta$ gives $\Sigma=-\Delta\sin\theta/(1+\cos\theta)=-\Delta\tan(\theta/2)$, and

$$E=g\sin\theta+\Delta\tan(\theta/2),\qquad -\pi/2<\theta<\pi/2 .$$

The right side increases with $\theta$ and runs from $-(g+\Delta)$ to $g+\Delta$. In this model a gap level therefore exists if and only if $|E|<g+\Delta$. Hybridization compresses a window of width $E_g+2\Delta$ into a gap of width $E_g$.

## Weight and occupation

Normalization, $a^2[1+\sum_kV_k^2/(\omega-\varepsilon_k)^2]=1$, gives the $d$ weight of the gap state. The sum is $-\Sigma'(\omega)$, so

$$Z=a^2=\frac1{1-\Sigma'(\omega)}=\frac{d\omega}{dE}=\frac{g\cos\theta}{g\cos\theta+\frac{\Delta}{2}\sec^2(\theta/2)} .$$

The third form follows on differentiating the level equation. At midgap $Z=1/(1+\Delta/2g)$; at either edge $Z\to0$.

The filled valence band also contains $d$ charge. Inside the bands the retarded self-energy has real part $-\Delta g/\varepsilon$, because the square root in $\Sigma$ becomes imaginary, and imaginary part $-\Gamma$. Hence

$$n_v(E)=\int_{-\infty}^{-g}\frac{d\varepsilon}{\pi}\frac{\Gamma(\varepsilon)}{(\varepsilon-E+\Delta g/\varepsilon)^2+\Gamma(\varepsilon)^2},\qquad n_\mu=n_v(E_\mu)+f_\mu Z(E_\mu),$$

where $f_\mu$ is the filling of the gap level. Reversing the signs of $\varepsilon$ and $E$ turns valence content into conduction content, so the total weight obeys $n_v(E)+Z(E)+n_v(-E)=1$. If $|E|\ge g+\Delta$ we set $Z=0$ and put the level at the nearer band edge.

## Which electrons determine the charge

Consider a finite host with $N_v$ valence states per channel. Between adjacent host energies, $\omega-\Sigma(\omega)$ rises from $-\infty$ to $+\infty$, so it meets $E$ once. One root also lies below the lowest host energy. There are thus $N_v$ roots below the highest valence energy, and the next lies between the valence and conduction energies.

Filling the lowest $N_v$ states of every channel uses as many electrons as the perfect host had. If $M$ gap levels are also filled and the neutral impurity brings $M_0$ electrons, the charge is

$$q=M_0-M .$$

Each added electron changes $q$ by one unit. It need not change $N_d$ by one.

## Transition levels from the total energy

Let $B(E)$ be the change in the summed valence energies of one channel caused by the impurity. Then

$$E_{\rm tot}=\sum_\mu[B(E_\mu)+f_\mu\omega_\mu]-U\sum_{\mu<\nu}n_\mu n_\nu .$$

For infinitely wide bands $B$ contains a divergent constant, which cancels between charge states. The Hellmann–Feynman theorem gives $dB/dE=n_v$ and $d\omega/dE=Z$, so

$$dE_{\rm tot}=\sum_\mu n_\mu dE_\mu+\sum_\mu\omega_\mu df_\mu-U\sum_\mu n_\mu\sum_{\nu\ne\mu}dn_\nu .$$

At fixed $E_d$, $dE_\mu=U\sum_{\nu\neq\mu}dn_\nu$. The first and last sums cancel, leaving $\partial E_{\rm tot}/\partial f_\mu=\omega_\mu$. The transition level is therefore

$$\varepsilon(M/M{+}1)=E_{\rm tot}(M{+}1)-E_{\rm tot}(M)=\int_0^1\omega(f)\,df,$$

where $f$ fills one further level and the shell is self-consistent at each $f$. An electron taken from a reservoir at Fermi energy $E_F$ costs $E_F$, so $M+1$ has lower energy than $M$ when $E_F>\varepsilon(M/M{+}1)$. With levels in increasing order, state $M$ is stable between $\varepsilon(M{-}1/M)$ and $\varepsilon(M/M{+}1)$.

## How the shell responds

Define $\chi_\mu=-\partial n_\mu/\partial E_\mu$ at fixed $f_\mu$. For full or empty gap levels, second-order perturbation theory gives

$$\chi=2\sum_{i\,\rm occ}\sum_{j\,\rm empty}\frac{|a_i|^2|a_j|^2}{e_j-e_i}>0,$$

with $e_i$ and $a_i$ the channel energies and $d$ amplitudes. Since $n$ is linear in $f$, $\chi$ is positive at intermediate fillings too. Raising the $d$ energy drives $d$ charge out of the filled valence states.

For small changes of filling,

$$\delta n_\mu=-\chi_\mu U(\delta N_d-\delta n_\mu)+Z_\mu\delta f_\mu .$$

Collecting $\delta n_\mu$ and writing $r_\mu=U\chi_\mu/(1-U\chi_\mu)$,

$$\delta n_\mu=-r_\mu\delta N_d+\frac{Z_\mu\delta f_\mu}{1-U\chi_\mu}.$$

Let only $f_\kappa$ change. Summing over $\mu$, with $S=\sum_\mu r_\mu$,

$$\frac{dN_d}{df_\kappa}=\frac{Z_\kappa}{(1-U\chi_\kappa)(1+S)} .$$

For another orbital $\lambda$, $\delta n_\lambda=-r_\lambda\delta N_d$. Thus $\delta E_\lambda=U(1+r_\lambda)\delta N_d=U\delta N_d/(1-U\chi_\lambda)$. Multiplication by $Z_\lambda=d\omega_\lambda/dE_\lambda$ gives the effective repulsion

$$U_{\lambda\kappa}=\frac{\partial\omega_\lambda}{\partial f_\kappa}=\frac{UZ_\lambda Z_\kappa}{(1-U\chi_\lambda)(1-U\chi_\kappa)(1+S)} .$$

The level being filled feels only the other orbitals, which lose charge:

$$\frac{\partial\omega_\kappa}{\partial f_\kappa}=-UZ_\kappa\frac{dN_d}{df_\kappa}\sum_{\nu\ne\kappa}r_\nu .$$

It falls as it fills when all $U\chi_\nu<1$.

That condition also secures a unique diagonal solution at given fillings. Let $T_\mu(n_\mu)$ be the channel energy $B+f_\mu\omega_\mu-E_\mu n_\mu$, expressed through $n_\mu$. Then $T_\mu'=-E_\mu$ and $T_\mu''=1/\chi_\mu$. The second variation of $\sum_\mu T_\mu+E_dN_d+U\sum_{\mu<\nu}n_\mu n_\nu$ is

$$\sum_\mu(1/\chi_\mu-U)(\delta n_\mu)^2+U\Big(\sum_\mu\delta n_\mu\Big)^2,$$

which is positive if $U\chi_\mu<1$ throughout. Otherwise several solutions may compete, and each must be followed separately.

## The spacing, and two limits

Take $M$ filled levels and add electrons to two further equivalent levels $\lambda,\kappa$. Integrating the mixed second derivative of the energy over both fillings gives

$$\int_0^1\!\!\int_0^1U_{\lambda\kappa}\,df_\lambda df_\kappa=E_{\rm tot}(M{+}2)-2E_{\rm tot}(M{+}1)+E_{\rm tot}(M),$$

because filling either level alone gives the same energy. The right side is $\varepsilon(M{+}1/M{+}2)-\varepsilon(M/M{+}1)$, the spacing we want.

**No hybridization.** Now $E_{\rm tot}=E_dM+UM(M-1)/2$, hence $\varepsilon(M/M{+}1)=E_d+UM$. The spacing is $U$, and a gap $E_g<U$ holds at most one transition.

**Equal response in every orbital.** With $U\chi_\mu=x$ and $Z_\mu=Z$, use $1+S=[1+(L-1)x]/(1-x)$ to obtain

$$U_{\rm eff}=\frac{UZ^2}{(1-x)[1+(L-1)x]} .$$

The factor $Z^2$ expresses delocalization: two gap electrons meet on the $d$ shell only with their $d$ weights. The denominator contains two opposing effects. The other orbitals screen the added charge, but the missing self-repulsion enhances differences between orbitals. The denominator exceeds one when $(L-2)x>(L-1)x^2$, or $0<x<(L-2)/(L-1)$. For $L=2$, one orbital with two spins, it is $1-x^2$: the response increases the repulsion above $UZ^2$. For $L=6$ it reduces it if $x<0.8$. Screening by the valence band thus cannot be assumed; the orbital count matters.

## Worked example

Take a model $t_2$ shell with $L=6$, $g=0.5$, $\Delta=2.5$, $U=4$ and $E_d=-9$ eV, and $M_0=3$. These are round parameters and represent no named impurity. The $e$ shell is inert, its repulsion being included in $E_d$.

The window for a gap level is $|E|<0.5+2.5=3$ eV. At $E=0$,

$$Z=\frac{1}{1+2.5/1}=0.286,\qquad n_v=\frac{1-0.286}{2}=0.357 .$$

The valence integral was evaluated by the trapezoidal rule after setting $\varepsilon=-g\cosh t$, and the coupled equations were solved with a numerical root finder. A scan over $|E|<6$ eV, for empty and full levels, found a largest $U\chi$ of 0.75, so the uniqueness condition is met on the scanned points.

For $M=3$ the occupations are 0.692 in each filled channel and 0.248 in each empty one. Thus $N_d=3(0.692+0.248)=2.82$, and

$$E_{\rm filled}=-9+4(2.820-0.692)=-0.49\ {\rm eV},$$
$$E_{\rm empty}=-9+4(2.820-0.248)=1.29\ {\rm eV}.$$

These energies differ by 1.78 eV, more than the gap. The level equation maps them to $-0.14$ and $0.33$ eV, both inside it. All charge states are:

| $q$ | $N_d$ | filled level (eV) | empty level (eV) |
|---|---|---|---|
| $+3$ | 2.54 | – | −0.15 |
| $+2$ | 2.60 | −0.41 | −0.02 |
| $+1$ | 2.69 | −0.32 | 0.16 |
| $0$ | 2.82 | −0.14 | 0.33 |
| $-1$ | 2.92 | 0.06 | 0.42 |
| $-2$ | 2.97 | 0.19 | 0.46 |
| $-3$ | 3.01 | 0.27 | – |

Integrating $\omega(f)$ by eight-point Gauss–Legendre quadrature gives transition levels at $-0.32$, $-0.19$, $0.01$, $0.22$, $0.34$ and $0.40$ eV, in order of increasing $M$. All six lie in the gap, so seven charge states are stable in turn as $E_F$ rises. Without hybridization, the same $E_d$ and $U$ give $-9,-5,-1,3,\ldots$ eV: no transition lies in the gap, and only $M=3$ is stable there.

## Reading the numbers

Six added electrons raise $N_d$ from 2.54 to 3.01, or 0.08 per electron. The rest of each added charge resides in host orbitals. The near-constancy of $N_d$ does not mean that the charge state is constant.

The spacing between the $+/0$ and $0/-$ transitions is 0.205 eV, or 0.0075 hartree, about 5% of $U$. To separate the causes, consider the intermediate fillings $(1,1,\frac12,\frac12,0,0)$. For the two half-filled levels, $UZ_\lambda Z_\kappa=0.31$ eV and $U_{\lambda\kappa}=0.23$ eV. Delocalization reduces the repulsion by a factor of about 13; the response then reduces it by a further quarter. The finite spacing differs from 0.23 eV because it averages over all fillings of the two levels.

A one-electron level is not a transition level. The next level to be filled lies at 0.16 eV for $q=+1$, but at $-0.14$ eV once filled at $q=0$. The $+/0$ transition is at 0.01 eV, between the two. Using either eigenvalue alone would misplace it by about 0.15 eV, comparable with the level spacing.

In this strongly hybridized example the transition levels are also insensitive to $E_d$. If $E_d$ varies at fixed fillings, $dE_\mu$ acquires the extra term $dE_d$, and the earlier cancellation leaves $\partial E_{\rm tot}/\partial E_d=N_d$. Hence

$$\frac{\partial\varepsilon(M/M{+}1)}{\partial E_d}=N_d(M{+}1)-N_d(M).$$

For $0/-$ this slope is $2.92-2.82=0.10$. Lowering $E_d$ by 1 eV moves that level down by 0.11 eV; the slope changes somewhat over so large a step.

## What the result does and does not license

Hybridization permits several charge states in one gap; it does not guarantee them. When the transition levels are in increasing order, three or more charge states require at least two of them inside the gap, so the spacing between those two must be smaller than $E_g$. Weak coupling, or a shell energy that puts the transitions at a band edge, can defeat this.

Seven charge states should not be read as a forecast for a real impurity. The added charge outside the $d$ shell costs no Coulomb energy here, although about 90% of each added electron resides there. Its mutual repulsion, reduced by the host's dielectric response, widens the spacing and is not a small correction: for a dielectric constant of 12 and a radius of 5 Å, $U_h=e^2/4\pi\epsilon_0\epsilon R=0.24$ eV, as large as the spacing itself. As a rough estimate, add $\frac12U_hq_h^2$ to the total energies, without self-consistency, where $q_h$ is the host part of the charge relative to the neutral state. The $+/0$ to $0/-$ spacing then becomes 0.39 eV and four charge states remain stable; radii from 2.5 to 10 Å give three to five. The bands are also infinitely wide. With the other parameters of the example unchanged, cutting both bands off 5 eV from midgap raises the spacing between the $+/0$ and $0/-$ transitions from 0.205 to 0.29 eV. Bands of unequal width also displace the level, because $\Sigma(0)$ no longer vanishes. Cutoffs at $-15$ and $+5$ eV give $\Sigma(0)=0.87$ eV and a spacing of 0.18 eV at the same $E_d$; lowering $E_d$ by 0.87 eV to remove this displacement gives 0.23 eV. Crystal-field splitting, exchange and relaxation also move the levels, and correlation beyond mean field is absent.

For the calculation that opened these notes, an atomic $U$ larger than the gap is no reason to stop at two charge states. When the gap state is strongly hybridized, compute total energies for successive charges until the next transition leaves the gap. This stopping rule assumes transition levels in increasing order. If relaxation exchanges two neighbouring levels, a direct two-electron transition can lie in the gap although the first one-electron level does not, so one further charge state should be checked. A larger reordering can require more. Neither a nearly constant $d$ population nor the gap-level eigenvalue of one charge state can replace those energy differences.
